# How Wide Is a Diffraction Order from a Ten-Micrometre Grating Target?

**Question.** A grating target on a wafer is 10 micrometres wide and uniformly lit with light of wavelength 500 nm. One of its diffraction orders leaves close to the surface normal. How far in angle must one move from the peak of that order to reach the first direction without light, and how does this distance change with the target, the wavelength and the direction of the order?

**Answer.** About 3 degrees. The half-width in radians is close to the wavelength divided by the target width, here $500/10000=0.05$. It does not depend on the grating pitch when the width and the exit direction are held fixed, and it grows when the order leaves obliquely. The reason is that an order is a beam launched from a patch of finite size, and the edges of the patch limit how well its direction is defined.

## The light from one target

Let $x$ run along the surface, perpendicular to the grooves. All directions lie in the plane containing $x$ and the surface normal, and angles are measured from the normal with a sign. The target has $N$ identical grooves of pitch $p$, so its width is

$$W=Np .$$

The incident light is a plane wave of one wavelength $\lambda$, with $k=2\pi/\lambda$. Along the surface its phase is $kx\sin\theta_i$. With this sign convention, $\theta_i$ is also the direction of the mirror reflection. The surroundings of the target are taken as dark for now.

A point $x$ on the target sends light to a detector at distance $R$ from the target centre, in direction $\theta$. The path length is

$$r=\sqrt{(x-R\sin\theta)^2+R^2\cos^2\theta}
=\sqrt{R^2-2Rx\sin\theta+x^2}.$$

Expanding the root for $|x|\ll R$ gives

$$r\approx R-x\sin\theta+\frac{x^2\cos^2\theta}{2R}.$$

In the far field the last term is much smaller than a wavelength and is dropped. The phase of light from point $x$, apart from the common $kR$, is then the incident phase minus $kx\sin\theta$, that is, $-kx(\sin\theta-\sin\theta_i)$. Moving by one pitch changes it by $-u$, where

$$u=\frac{2\pi p}{\lambda}\left(\sin\theta-\sin\theta_i\right).$$

Let $E$ be the amplitude sent in direction $\theta$ by one groove. Since all grooves are alike, the total amplitude is $E$ times a sum of phase factors:

$$A=E\,S,\qquad S=\sum_{n=0}^{N-1}e^{-inu}.$$

The shape and material of the groove, and the polarization of the light, enter through $E$. The positions of the grooves enter through $S$.

## Where the order peaks and where it vanishes

If $u=2\pi m$ with integer $m$, every term of $S$ equals one and $S=N$. These directions are the diffraction orders:

$$\sin\theta_m=\sin\theta_i+\frac{m\lambda}{p}.$$

The intensity there is $N^2$ times that of a single groove. For ten grooves the computed ratio is 100.00.

For other values of $u$ the geometric series gives

$$S=\frac{1-e^{-iNu}}{1-e^{-iu}}.$$

Take half of each phase out of the numerator and denominator:

$$S=\frac{e^{-iNu/2}\left(e^{iNu/2}-e^{-iNu/2}\right)}
{e^{-iu/2}\left(e^{iu/2}-e^{-iu/2}\right)}
=e^{-i(N-1)u/2}\,\frac{\sin(Nu/2)}{\sin(u/2)} .$$

The phase factor in front has modulus one, so

$$|S|^2=\frac{\sin^2(Nu/2)}{\sin^2(u/2)}.$$

The numerator vanishes when $Nu/2$ is a multiple of $\pi$. At the order itself $Nu/2=Nm\pi$, but there the denominator vanishes too, and the ratio is $N^2$. The nearest true zeros, for $N\ge2$, are one multiple of $\pi$ away:

$$\frac{Nu}{2}=Nm\pi\pm\pi
\quad\Longrightarrow\quad
u=2\pi m\pm\frac{2\pi}{N}.$$

Inserting the definition of $u$ and multiplying by $\lambda/(2\pi p)$ gives

$$\sin\theta-\sin\theta_i=\frac{m\lambda}{p}\pm\frac{\lambda}{Np}.$$

Subtracting the equation for the order leaves

$$\boxed{\;\sin\theta=\sin\theta_m\pm\frac{\lambda}{W}\;}$$

The groove amplitude $E$ multiplies the whole pattern and cannot move these zeros. It could add a zero of its own, so calling them the first zeros assumes that $E$ does not vanish between them and the peak. A slope in $E$ can also move the brightest direction slightly away from $\theta_m$, by 0.04 degree for the normal order of the line-space grating tested below, and by several times more if the line is placed elsewhere within the pitch. Half-widths to the zeros are measured here from $\theta_m$.

There is a direct picture of the cancellation. For even $N$, pair each groove in one half of the target with the groove a distance $W/2$ away in the other half. At the first zero their phases differ by $Nu/2=Nm\pi\pm\pi$. Since $N$ is even, $Nm\pi$ is a whole number of turns, and the remaining half turn makes the pair cancel. The edge-to-edge path difference has changed by one wavelength since the peak, and that from the edge to the middle by half a wavelength.

## From sines to degrees

The exact half-width on either side follows from the arcsine:

$$\Delta\theta_\pm=\left|\arcsin\left(\sin\theta_m\pm\frac{\lambda}{W}\right)-\theta_m\right|.$$

For the order along the normal, $\theta_m=0$ and

$$\Delta\theta=\arcsin(0.05)=0.05002\ \text{rad}=2.87^\circ .$$

The small-angle estimate, 0.0500 rad, differs from this by less than one part in a thousand.

For an oblique order, write $\varepsilon=\lambda/W$ and let $\delta$ be the signed angle from the peak to the zero. To second order in $\delta$,

$$\sin(\theta_m+\delta)\approx
\sin\theta_m+\delta\cos\theta_m-\frac{\delta^2}{2}\sin\theta_m .$$

Setting this equal to $\sin\theta_m\pm\varepsilon$ and dividing by $\cos\theta_m$ gives

$$\delta\approx\pm\frac{\varepsilon}{\cos\theta_m}+\frac{\delta^2}{2}\tan\theta_m .$$

In the small last term, $\delta^2$ may be replaced by its leading value $\varepsilon^2/\cos^2\theta_m$:

$$\delta\approx\pm\frac{\varepsilon}{\cos\theta_m}
+\frac{\varepsilon^2\tan\theta_m}{2\cos^2\theta_m}.$$

The leading half-width is therefore

$$\Delta\theta\approx\frac{\lambda}{W\cos\theta_m}.$$

The cosine has a simple meaning: seen from direction $\theta_m$, the target has the foreshortened width $W\cos\theta_m$. The second term has the same sign on both sides. For positive $\theta_m$ it widens the side towards grazing exit and narrows the side towards the normal.

With $W$ and $\lambda$ unchanged, an order leaving at 30 degrees has half-widths of 3.26 and 3.37 degrees, while the cosine estimate is 3.31. At 60 degrees they are 5.31 and 6.35 degrees, against an estimate of 5.73. The single number is then a fair average but a poor description of either side. The expansion fails closer to grazing. If $\sin\theta_m+\lambda/W$ exceeds one, the outer zero is not a propagating direction at all; in this example that happens once $\sin\theta_m$ exceeds 0.95.

## What sets the width, and what does not

At fixed exit direction near the normal, the half-width is proportional to $\lambda$ and inversely proportional to $W$. Doubling the target to 20 grooves of 1000 nm pitch reduces it from 2.87 to 1.43 degrees.

The pitch sets the separation of the orders. Neighbouring orders differ in sine by $\lambda/p$, which is $N$ times the half-width $\lambda/W$. In the example, light with $\theta_i=-30^\circ$ falls on a grating of 1000 nm pitch. The first order has

$$\sin\theta_1=-0.5+\frac{500}{1000}=0,$$

so it leaves along the normal. The mirror reflection leaves at $-30$ degrees and the second order at $+30$ degrees. Each neighbour is ten half-widths away in sine, and the orders are well separated. Orders $-1$ and $3$ have sines of $-1$ and $1$, so they leave exactly along the surface. Near this condition the response of a real grating can change rapidly with angle and wavelength, which the simple reflectance model used here leaves out. Replacing the grating by 16 grooves of 625 nm pitch keeps the width at 10 micrometres. With the incidence adjusted so that the first order again leaves along the normal, the half-width is still 2.87 degrees.

These results were tested without assuming where the zeros lie. Each pitch was divided into 50 points, with the line filling the 40 percent at its negative-$x$ end. The lines had amplitude reflectance 0.3 with a phase of 1.2 rad, and the spaces had reflectance 0.5. Cylindrical waves from all points were added over their true distances to a detector 1 m away, and the first minimum was sought outward from the peak. For the three exit angles and the two changed gratings above, it agreed with the arcsine formula within 0.001 degree on both sides. The position of the line within the pitch does not move the zeros, but with dark surroundings it changes the slope of $E$, and with it the figures below that differ between the two sides. Those figures hold for the placement just stated. With the line at the positive-$x$ end instead, the peak moves by $-0.28$ degree, the half-maximum points lie 1.50 degrees from the order on the negative side and 1.00 degree on the positive side, and the light that a band of wavelengths or a spread of incidence puts into the zeros is roughly halved on the positive side and doubled on the negative side.

The width in the formula is the number of pitches times the pitch. It is not the distance between the outer edges of the first and last lines. Here that distance would be nine pitches plus one line of 400 nm, or 9400 nm. Using it would give $500/9400=0.053$, about 6 percent too large.

## Half-width to the zero and half-width at half maximum

The word "half-width" can also mean the angle at which the intensity has fallen to one half. To compare the two, measure the distance from the peak in units of the distance to the zero, in sine:

$$q=\frac{W}{\lambda}(\sin\theta-\sin\theta_m).$$

Then $u=2\pi m+2\pi q/N$. The added multiples of $\pi$ in the two sines change at most their signs, so, if $E$ varies little across the peak,

$$\frac{I}{I_{\rm peak}}=
\frac{\sin^2(\pi q)}{N^2\sin^2(\pi q/N)} .$$

For many grooves $N\sin(\pi q/N)$ tends to $\pi q$, and the profile becomes

$$\frac{I}{I_{\rm peak}}\to\left[\frac{\sin(\pi q)}{\pi q}\right]^2 .$$

This is the pattern of a uniform slit of width $W$. It equals one half at $q=0.443$. The corresponding sine is $0.443\times0.05=0.0221$, and the angle is 1.27 degrees, less than half the distance to the zero. For ten grooves the value is 1.275 degrees, compared with 1.269 degrees in the limit. It is slightly larger because $N\sin(\pi q/N)$ is smaller than $\pi q$, which raises the intensity at a given $q$. The first zero stays at $q=1$ for both. These values assume constant $E$. For the line-space grating described above, $E$ varies across the peak, and the half-maximum points lie 1.23 degrees from the order on the negative side and 1.30 degrees on the positive side.

## When the lighting or the end grooves are not uniform

Suppose the light comes as a centred Gaussian spot whose amplitude on the wafer is $e^{-x^2/w^2}$, with $w=15000$ nm. The intensity at the target edge is then 0.80 of that at the centre. For a gentle fall-off, the amplitude is about $1-x^2/w^2$. Treating the grooves as a continuous strip, the normalized far-field amplitude is

$$F(q)\approx\frac1W\int_{-W/2}^{W/2}
\left(1-\frac{x^2}{w^2}\right)\cos\frac{2\pi qx}{W}\,dx .$$

The first term gives $\sin(\pi q)/(\pi q)$, which is approximately $-(q-1)$ near $q=1$. For the second term, set $q=1$ and $a=2\pi/W$. Integrating by parts, the boundary term vanishes because $\sin(\pm\pi)=0$:

$$\int_{-W/2}^{W/2}x^2\cos(ax)\,dx
=-\frac2a\int_{-W/2}^{W/2}x\sin(ax)\,dx .$$

A second integration by parts gives

$$\int_{-W/2}^{W/2}x\sin(ax)\,dx
=\left[-\frac{x\cos(ax)}a\right]_{-W/2}^{W/2}
+\frac1a\int_{-W/2}^{W/2}\cos(ax)\,dx
=\frac Wa+0 .$$

The original integral is therefore $-2W/a^2=-W^3/(2\pi^2)$. The condition $F=0$ becomes

$$-(q-1)+\frac{W^2}{2\pi^2w^2}=0,
\qquad
q-1=\frac{W^2}{2\pi^2w^2}.$$

For $W/w=2/3$ this is 0.0225, or about 0.065 degree. The direct sum gives 0.064 degree on the positive side and 0.069 degree on the negative side. The minimum, which for this grating keeps less than 0.002 percent of the peak intensity, moves outward because weaker edges make the target act as if it were slightly narrower.

A spot larger than the target also lights its surroundings. If these are flat and reflect like the spaces of the grating, the total shifts are 0.068 and 0.061 degree. The surroundings then change little because a uniform background under a broad smooth spot reflects into a narrow beam around $-30$ degrees, far from the first order. What remains near the normal comes from the difference between lines and spaces, which is confined to the target. Structured surroundings would need their own calculation.

The end grooves can also differ from the others, since each lacks a neighbour on one side. As a simple model, reduce the amplitude of both by a fraction $b$. With $v=u-2\pi m$ and phases measured from the target centre, the two end grooves sit at phases $\pm(N-1)v/2$, and the sum becomes, up to a common sign,

$$S=\frac{\sin(Nv/2)}{\sin(v/2)}-2b\cos\frac{(N-1)v}{2}.$$

Put $v=(2\pi/N)(1+\eta)$. To first order in $\eta$ and $b$, the first term is $-\pi\eta/\sin(\pi/N)$. The cosine is $\cos(\pi-\pi/N)=-\cos(\pi/N)$. Setting $S=0$ gives

$$\eta\approx\frac{2b}{\pi}\sin\frac{\pi}{N}\cos\frac{\pi}{N}
=\frac b\pi\sin\frac{2\pi}{N}.$$

For $b=0.2$ and $N=10$ this is 0.037, or 0.107 degree. The direct calculation, which keeps the higher powers of $b$, gives 0.115 degree, 4 percent of the half-width. For many grooves the relative shift tends to $2b/N$: two altered grooves matter less in a longer grating. A change of phase acts differently. If both end grooves keep their amplitude but are shifted in phase by 0.2 rad, the minimum moves by less than 0.01 degree, but 0.13 to 0.15 percent of the peak intensity remains there.

## When the dark direction fills with light

Some departures mainly put light into the nominal zero, as the phase change at the end grooves did. A band of wavelengths is another example. At fixed incidence, a change $d$ in wavelength moves the first order by $d/p$ in sine. For a full bandwidth of 5 nm the order spreads by $5/1000=0.005$, or 0.29 degree.

At the fixed angle where $\sin\theta=\lambda_0/W$, with $\lambda_0=500$ nm, the coordinate $q$ for wavelength $\lambda_0+d$ is

$$q=\frac{W}{\lambda_0+d}\left(\frac{\lambda_0}{W}-\frac dp\right)
\approx1-(N+1)\frac{d}{\lambda_0}.$$

Near the zero the relative intensity is about $(q-1)^2$. At the band edge, $|q-1|=11\times2.5/500=0.055$. The mean square over a flat band is one third of the edge value squared, so the filling is about $0.055^2/3=0.10$ percent of the peak. The direct average gives 0.11 percent. At the zero on the negative side, $N+1$ is replaced by $N-1$, and the filling is smaller: the same estimate gives 0.07 percent and the direct average 0.06 percent.

An incoherent source with an even angular spread of $\pm0.5$ degree about $-30$ degrees acts in the same way. It shifts $\sin\theta_i$ by up to $0.00873\cos30^\circ=0.0076$, or 0.15 in $q$. One third of the square is about 0.8 percent; a direct average over 41 evenly spaced angles gives 0.88 percent of the peak at the zero on the positive side and 0.75 percent on the negative side, where $E$ is different. Counting both end angles in full raises each average by about 5 percent above that of a continuous spread.

A detector that is too close has a similar effect. The dropped path term contributes a phase $kx^2/(2R)$ near the normal. To first order, the integral found above gives an amplitude at the zero, relative to the peak, of size

$$\frac{k}{2R}\,\frac{W^2}{2\pi^2}=\frac{W^2}{2\pi\lambda R}.$$

It is a quarter turn out of phase with the main amplitude, so moving the angle slightly cannot cancel it. At $R=W^2/\lambda$, which is 0.2 mm here, its square is $1/(2\pi)^2$, or 2.5 percent; the direct sum gives 2.7 percent. The filling falls as $1/R^2$, so the far-field condition is $R\gg W^2/\lambda$. A lens can meet it by bringing the angular pattern to its focal plane.

## The estimate beside a real overlay target

Small diffraction-based overlay targets on silicon wafers are roughly ten to a few tens of micrometres wide, with pitches of several hundred nanometres to about a micrometre, and can be read with visible light. These are rough ranges; the example has a width at the small end and a pitch at the large end. Two of the departures from the uniform model treated above are the shape of the illumination and an altered response at the target ends. For the values chosen here, these move the first minimum by 2 to 4 percent of 2.87 degrees, which leaves the estimate of about 3 degrees intact within this model. The model does not include light that travels along the surface from groove to groove. Such coupling can make the groove amplitudes unequal across the whole target, especially when orders leave along the surface, as two do in this example. The end-groove figure rests on an assumed 20 percent change in amplitude; a particular stack of films would require a solution of Maxwell's equations for the finite target. If the grating is divided into separate sections and only one 5-micrometre section is lit, $W$ is 5 micrometres and the half-width is about twice as large.

To collect the whole central peak of an order, for one wavelength and one direction of incidence, an instrument must accept a range of $\pm\lambda/W$ in sine around it, in the plane considered here. For this target that is $\pm0.05$. A spread in wavelength or incidence adds to this range. Choosing a smaller target saves wafer area but widens this range in inverse proportion.

## Computed results

```
wavelength: 500 nm
pitch: 1000 nm; number of grooves: 10
target width: 10000 nm
wavelength / width: 0.0500 rad
N=10, pitch=1000 nm, exit=0 deg:
  direct, lower/upper side: 2.866 / 2.866 deg
  arcsine formula: 2.866 / 2.866 deg
  cosine estimate: 2.865 deg
N=10, pitch=1000 nm, exit=30 deg:
  direct, lower/upper side: 3.256 / 3.367 deg
  arcsine formula: 3.256 / 3.367 deg
  cosine estimate: 3.308 deg
N=10, pitch=1000 nm, exit=60 deg:
  direct, lower/upper side: 5.311 / 6.352 deg
  arcsine formula: 5.311 / 6.352 deg
  cosine estimate: 5.730 deg
N=16, pitch=625 nm, exit=0 deg:
  direct, lower/upper side: 2.866 / 2.866 deg
  arcsine formula: 2.866 / 2.866 deg
  cosine estimate: 2.865 deg
N=20, pitch=1000 nm, exit=0 deg:
  direct, lower/upper side: 1.433 / 1.433 deg
  arcsine formula: 1.433 / 1.433 deg
  cosine estimate: 1.432 deg
incidence angle in main example: -30.0 deg
main half-width to first zero: 2.866 deg
main half-width to first zero: 0.05002 rad
peak intensity, 10 grooves / 1 groove: 100.00
exit angle of second order: 30.0 deg
sinc-squared half-maximum coefficient: 0.4429
half-width at half maximum, groove sum: 1.275 deg
half-width at half maximum, many grooves: 1.269 deg
Gaussian spot amplitude 1/e radius: 15000 nm
spot intensity at target edge / centre: 0.801
shift, Gaussian spot: 0.064 deg
shift, spot and flat surroundings: 0.068 deg
shift, end grooves 20% weaker: 0.115 deg
full bandwidth: 5.0 nm; order smear: 0.286 deg
zero / peak, with bandwidth: 0.114 %
source half-spread: 0.5 deg
zero / peak, with source spread: 0.881 %
width squared / wavelength: 200000 nm
zero / peak at that distance: 2.68 %
```
